# Why AXK Keeps and SOSEX Halves the RPA Limit of Stretched H2: a program that tests the result

```python
# Result under test (atomic units). Two electrons, occupied orbital g, virtual u,
# gap D, K=(gu|gu), w=sqrt(D^2+4KD):
#   RPA=-(w-D)^2/(4D), SOX=K^2/(2D), SOSEX=(w-D)^2/(8D), AXK=(w-D)^2/(8w).
# As D->0: RPA->-K (exact), SOSEX->K/2, AXK->sqrt(KD)/4->0.
# Definitions: spin-orbital pairs ia, v=(ia|jb), k=-(ib|ja) for equal spins, V and Kx
# hold v and k in all four blocks, P_a(i nu)=-[D+aV-i nu sigma_z]^-1, a = coupling,
# <.>=-int da int dnu/(2pi) Re tr:  RPA=<V(P_a-P_0)>, SOX=<V P_0 aKx P_0>,
# SOSEX=<V P_a aKx P_0>, AXK=<V P_a aKx P_a>, ALL = RPA form with kernel a(V+Kx).
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
from pyscf import gto
EV = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0]*1e10

def spin_mats(gaps, ovov):
    no, nv = gaps.shape
    ex = [(s, i, a) for s in (0, 1) for i in range(no) for a in range(nv)]
    D = np.array([gaps[i, a] for s, i, a in ex])
    v = np.array([[ovov[i, a, j, b] for t, j, b in ex] for s, i, a in ex])
    k = np.array([[-(s == t)*ovov[i, b, j, a] for t, j, b in ex] for s, i, a in ex])
    return D, v, k

def traces(D, v, k, a, nus, full=False):
    V, Kx = np.tile(v, (2, 2)), np.tile(k, (2, 2))
    d0 = np.concatenate([D[None]-1j*nus[:, None], D[None]+1j*nus[:, None]], 1)
    P0, L0 = -1/d0, d0[:, :, None]*np.eye(2*len(D))
    P = -np.linalg.inv(L0+a*V)
    VP, t0 = V@P, P0@np.diag(V)
    out = [t0-np.einsum('npp->n', VP), -a*np.einsum('nq,qp,np->n', P0, V.T*Kx, P0),
           -a*np.einsum('npq,qp,np->n', VP, Kx, P0), -a*np.einsum('npq,nqp->n', VP, Kx@P)]
    if full:
        out.append(t0+np.einsum('npp->n', V@np.linalg.inv(L0+a*(V+Kx))))
    return np.real(out)/(2*np.pi)

def grids(D, v, na):
    top = 2*np.linalg.eigvalsh(v).max()
    nus = np.exp(np.arange(np.log(D.min())-24, np.log(D.max()+top)+8, 0.35))
    lo = min(np.log(D.min()/top), 0)-12
    t, wt = np.polynomial.legendre.leggauss(na)
    al = np.exp(lo*(1-t)/2)
    return nus, 0.35*nus, al, -lo/2*wt*al

def by_definition(D, v, k, na=48, full=False):
    nus, wn, al, wa = grids(D, v, na)
    return sum(w*(traces(D, v, k, a, nus, full)@wn) for a, w in zip(al, wa))

def ring_ccd(D, v, k):
    A, n = np.diag(D)+v, len(D)
    e, U = np.linalg.eig(np.block([[A, v], [-v, -A]]))
    U = U[:, e.real > 0]
    T = (U[n:]@np.linalg.inv(U[:n])).real
    return 0.5*np.trace(v@T), 0.5*np.trace(k@T)

def closed(D, K):
    w = np.sqrt(D*D+4*K*D)
    return np.array([-(w-D)**2/(4*D), K*K/(2*D), (w-D)**2/(8*D), (w-D)**2/(8*w),
                     np.sqrt(D*D+2*K*D)-D-K])

def model(D, K):
    return spin_mats(np.array([[D]]), np.full((1, 1, 1, 1), K))

# closed forms, coupling-resolved and frequency-resolved integrands of the model
print('model, energies in units of K: D, RPA, SOX, SOSEX, AXK, all-order')
for D in (5.0, 0.5, 1e-2, 1e-5):
    K = 1.0
    m = model(D, K)
    num, ref = by_definition(*m, full=True), closed(D, K)
    assert np.allclose(num, ref, rtol=1e-6, atol=0)
    assert np.allclose(ring_ccd(*m), ref[[0, 2]], rtol=1e-7, atol=0)
    nus, wn, al, wa = grids(m[0], m[1], 48)
    a = 0.3
    W, wa1 = traces(*m, a, nus)@wn, np.sqrt(D*D+4*a*K*D)
    assert np.allclose(W[[0, 2, 3]], [K*(D/wa1-1), K*(1-D/wa1)/2, a*K*K*D*D/wa1**3],
                       rtol=1e-6, atol=0)
    nu = np.array([0.1, 1.0, 7.0])*D
    F = sum(w*traces(*m, b, nu) for b, w in zip(al, wa))*4*np.pi
    x = 4*K*D/(D*D+nu**2)
    assert np.allclose(F, [2*(np.log1p(x)-x), x*x/2, x-np.log1p(x), np.log1p(x)-x/(1+x)],
                       rtol=1e-6, atol=0)
    print(f'  {D:.0e}: ' + ' '.join(f'{y:.6g}' for y in num))
# closing gap: leading corrections are of relative size sqrt(D/K)=0.003
assert abs(num[0]+K) < 5e-3 and abs(num[2]-K/2) < 5e-3 and abs(num[4]+K) < 6e-3
assert abs(num[3]/(np.sqrt(K*D)/4)-1) < 5e-3
xf = lambda t: 4*K/D/(1+t*t)
f_sos = D*quad(lambda t: xf(t)-np.log1p(xf(t)), 0, 10)[0]/(4*np.pi)/num[2]
f_axk = D*quad(lambda t: np.log1p(xf(t))-xf(t)/(1+xf(t)), 0, 10)[0]/(4*np.pi)/num[3]
assert abs(f_sos-2/np.pi*np.arctan(10)) < 0.01 and f_axk < 0.15
print(f'D/K={D:.0e}: AXK/(sqrt(KD)/4)={num[3]/(np.sqrt(K*D)/4):.4f}, w/D={np.sqrt(1+4*K/D):.1f}')
print(f'weight below nu=10D: SOSEX {f_sos:.4f}, AXK {f_axk:.4f}, '
      f'(2/pi)atan10 {2/np.pi*np.arctan(10):.4f}')
# four electrons: the halving fails
r4, s4 = ring_ccd(*spin_mats(np.ones((2, 2)), 0.2*np.einsum('ia,jb->iajb', np.eye(2), np.eye(2))))
assert abs(s4/r4+0.25) < 1e-9
print(f'four-electron model SOSEX/RPA = {s4/r4:.4f}')

def h2(R, basis):
    mol = gto.M(atom=[['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]], basis=basis,
                symmetry=True, verbose=0)
    S, g = mol.intor('int1e_ovlp'), mol.intor('int2e')
    h = mol.intor('int1e_kin')+mol.intor('int1e_nuc')
    Cg = mol.symm_orb[list(mol.irrep_id).index(0)]
    P = np.zeros_like(S)
    for it in range(400):
        F = h+np.einsum('pqrs,rs->pq', g, P)
        phi = Cg@eigh(Cg.T@F@Cg, Cg.T@S@Cg)[1][:, 0]
        err = abs(np.outer(phi, phi)-P).max()
        P = 0.5*(P+np.outer(phi, phi))
        if err < 1e-11:
            break
    assert err < 1e-11
    es, Cs = [], []
    for B in mol.symm_orb:
        e, c = eigh(B.T@F@B, B.T@S@B)
        es.append(e); Cs.append(B@c)
    es, C = np.concatenate(es), np.hstack(Cs)
    o = np.argsort(es); es, C = es[o], C[:, o]
    assert abs(phi@S@C[:, 0]) > 1-1e-8
    hm = C.T@h@C
    gm = np.einsum('pqrs,pa,qb,rc,sd->abcd', g, C, C, C, C, optimize=True)
    n, I = len(es), np.eye(len(es))
    H = np.kron(hm, I)+np.kron(I, hm)+gm.transpose(0, 2, 1, 3).reshape(n*n, n*n)
    Fhf = C.T@(h+2*np.einsum('pqrs,rs->pq', g, P)-np.einsum('prqs,rs->pq', g, P))@C
    return dict(e=es, h=hm, g=gm, ref=H[0, 0]+mol.energy_nuc(), Fhf=Fhf, U=g[0, 0, 0, 0],
                ec=np.linalg.eigvalsh(H)[0]-H[0, 0], S=abs(S[0, -1]))

atom = gto.M(atom='H 0 0 0', basis='sto-3g', spin=1, verbose=0)
EH = ((atom.intor('int1e_kin')+atom.intor('int1e_nuc'))/atom.intor('int1e_ovlp'))[0, 0]
print(f'1 hartree = {EV:.5f} eV, 1 bohr = {BOHR:.6f} angstrom')
print('H2 STO-3G, exact-exchange KS orbitals, energies in eV')
for R in (0.74, 1.5, 3.0, 4.5, 6.0):
    s = h2(R, 'sto-3g'); g, h = s['g'], s['h']
    D, K = s['e'][1]-s['e'][0], g[0, 1, 0, 1]
    assert D > 0 and abs(D-(h[1, 1]+g[0, 0, 1, 1]-h[0, 0]-g[0, 0, 0, 0])) < 1e-9
    dl = h[1, 1]-h[0, 0]+(g[1, 1, 1, 1]-g[0, 0, 0, 0])/2
    assert abs(s['ec']-(dl-np.hypot(dl, K))) < 1e-10
    c = closed(D, K)
    assert np.allclose(by_definition(*model(D, K)), c[:4], rtol=1e-6, atol=0)
    w = np.sqrt(D*D+4*K*D)
    print(f"R={R} A: S={s['S']:.3e} D={D*EV:.5g} K={K*EV:.4f} w={w*EV:.4f} "
          f"D/w={D/w:.4g} delta={dl*EV:.5g}")
    print(f"  RPA={c[0]*EV:.4f} SOX={c[1]*EV:.5g} SOSEX={c[2]*EV:.4f} AXK={c[3]*EV:.4f} "
          f"FCI={s['ec']*EV:.4f}")
    print(f"  error: RPA {(c[0]-s['ec'])*EV:.4f} +SOSEX {(c[0]+c[2]-s['ec'])*EV:.4f} "
          f"+AXK {(c[0]+c[3]-s['ec'])*EV:.4f} all-order {(c[4]-s['ec'])*EV:.4f}")
# largest R: residual terms are of order overlap, about 1e-5 hartree
Dhf = s['Fhf'][1, 1]-s['Fhf'][0, 0]
assert abs(s['ref']-K-2*EH) < 1e-4 and abs(s['ec']+K) < 1e-4
assert abs(K-(s['U']-BOHR/R)/2) < 1e-4 and abs(Dhf-BOHR/R) < 1e-4
print(f"R={R} A (eV): Eref-2EH={(s['ref']-2*EH)*EV:.4f} U={s['U']*EV:.4f} "
      f"1/R={BOHR/R*EV:.4f} HF gap={Dhf*EV:.4f}")
print(f'  K/2={K/2*EV:.4f} sqrt(KD)={np.sqrt(K*D)*EV:.4f} sqrt(KD)/4={np.sqrt(K*D)/4*EV:.4f} eV')
print(f'  hartree: K={K:.5f} RPA={c[0]:.5f} SOSEX={c[2]:.5f} AXK={c[3]:.5f}')

def rpa_and_half_tc(D, Km):
    r = np.sqrt(D)
    e, U = np.linalg.eigh(r[:, None]*(np.diag(D)+4*Km)*r[None])
    E = 0.5*(np.sqrt(e).sum()-D.sum())-np.trace(Km)
    W = np.sum(Km*(r[:, None]*((U/np.sqrt(e))@U.T)*r[None]))-np.trace(Km)
    return E, 0.5*(E-W)

# larger basis: halving, AXK = Tc/2, and the kernel against TDHF
s = h2(2.0, 'cc-pvdz'); g = s['g']
D, Km = s['e'][1:]-s['e'][0], g[0, 1:, 0, 1:]
m = spin_mats(D[None], g[:1, 1:, :1, 1:])
num, (E, ax), cc = by_definition(*m, na=30), rpa_and_half_tc(D, Km), ring_ccd(*m)
assert np.allclose([num[0], num[2], num[3], cc[0], cc[1]], [E, -E/2, ax, E, -E/2],
                   rtol=1e-6, atol=0)
A = s['Fhf'][1:, 1:]-s['Fhf'][0, 0]*np.eye(len(D))+2*Km-g[0, 0, 1:, 1:]
B = 2*Km-Km.T
tdhf = np.sort(np.linalg.eigvals(np.block([[A, B], [-B, -A]])).real)[len(D):]
r = np.sqrt(D)
assert np.allclose(tdhf, np.sqrt(np.linalg.eigvalsh(r[:, None]*(np.diag(D)+2*Km)*r[None])),
                   atol=1e-7)
print(f'cc-pVDZ R=2.0 A (eV): RPA={num[0]*EV:.4f} SOSEX={num[2]*EV:.4f} '
      f'AXK={num[3]*EV:.4f} Tc/2={ax*EV:.4f}')
s = h2(6.0, 'cc-pvdz'); g = s['g']
D, Km = s['e'][1:]-s['e'][0], g[0, 1:, 0, 1:]
E, ax = rpa_and_half_tc(D, Km)
Er, axr = rpa_and_half_tc(D[1:], Km[1:, 1:])
Dz = D.copy(); Dz[0] = 1e-10   # leftover of order sqrt(K*1e-10) = 6e-6
Ez, axz = rpa_and_half_tc(Dz, Km)
assert abs(Ez-(Er-Km[0, 0])) < 2e-5 and abs(axz-axr) < 2e-5 and axr > 1e-3
print(f"cc-pVDZ R=6.0 A (eV): D={D[0]*EV:.5g} K={Km[0, 0]*EV:.4f} FCI={s['ec']*EV:.4f}")
print(f'  RPA={E*EV:.4f} SOSEX={-E/2*EV:.4f} AXK={ax*EV:.4f}')
print(f'  other channels only: RPA={Er*EV:.4f} AXK={axr*EV:.4f}')
print(f'  lowest gap set to 1e-10 hartree: RPA={Ez*EV:.4f} AXK={axz*EV:.4f}')
print('checks complete')
```

It prints:

```
model, energies in units of K: D, RPA, SOX, SOSEX, AXK, all-order
  5e+00: -0.145898 0.1 0.072949 0.054373 -0.0839202
  5e-01: -0.5 1 0.25 0.0833333 -0.381966
  1e-02: -0.904875 50 0.452438 0.0225937 -0.868226
  1e-05: -0.996843 50000 0.498421 0.000788072 -0.995538
D/K=1e-05: AXK/(sqrt(KD)/4)=0.9968, w/D=632.5
weight below nu=10D: SOSEX 0.9394, AXK 0.0908, (2/pi)atan10 0.9365
four-electron model SOSEX/RPA = -0.2500
1 hartree = 27.21139 eV, 1 bohr = 0.529177 angstrom
H2 STO-3G, exact-exchange KS orbitals, energies in eV
R=0.74 A: S=6.599e-01 D=20.876 K=4.9310 w=29.1135 D/w=0.7171 delta=21.489
  RPA=-0.8125 SOX=0.58235 SOSEX=0.4062 AXK=0.2913 FCI=-0.5585
  error: RPA -0.2540 +SOSEX 0.1523 +AXK 0.0373 all-order 0.0830
R=1.5 A: S=2.568e-01 D=6.7981 K=6.2460 w=14.6989 D/w=0.4625 delta=7.0261
  RPA=-2.2956 SOX=2.8694 SOSEX=1.1478 AXK=0.5308 FCI=-2.3749
  error: RPA 0.0793 +SOSEX 1.2271 +AXK 0.6101 all-order 0.7823
R=3.0 A: S=1.826e-02 D=0.60745 K=8.1420 w=4.4891 D/w=0.1353 delta=0.61145
  RPA=-6.2011 SOX=54.566 SOSEX=3.1006 AXK=0.4196 FCI=-7.5534
  error: RPA 1.3523 +SOSEX 4.4529 +AXK 1.7719 all-order 2.0072
R=4.5 A: S=4.651e-04 D=0.024165 K=8.9391 w=0.9299 D/w=0.02599 delta=0.02417
  RPA=-8.4862 SOX=1653.3 SOSEX=4.2431 AXK=0.1103 FCI=-8.9150
  error: RPA 0.4287 +SOSEX 4.6718 +AXK 0.5390 all-order 0.6094
R=6.0 A: S=3.835e-06 D=0.00034266 K=9.3391 w=0.1131 D/w=0.003029 delta=0.00034266
  RPA=-9.2827 SOX=1.2727e+05 SOSEX=4.6413 AXK=0.0141 FCI=-9.3387
  error: RPA 0.0561 +SOSEX 4.6974 +AXK 0.0701 all-order 0.0793
R=6.0 A (eV): Eref-2EH=9.3387 U=21.0781 1/R=2.3999 HF gap=2.4003
  K/2=4.6695 sqrt(KD)=0.0566 sqrt(KD)/4=0.0141 eV
  hartree: K=0.34320 RPA=-0.34113 SOSEX=0.17057 AXK=0.00052
cc-pVDZ R=2.0 A (eV): RPA=-2.6762 SOSEX=1.3381 AXK=0.6587 Tc/2=0.6587
cc-pVDZ R=6.0 A (eV): D=0.0063526 K=6.2149 FCI=-6.7169
  RPA=-6.6908 SOSEX=3.3454 AXK=0.3429
  other channels only: RPA=-0.6594 AXK=0.2934
  lowest gap set to 1e-10 hartree: RPA=-6.8742 AXK=0.2935
checks complete
```
